\section*{Bruggeman conductivity of a random polycrystal of uniaxial grains}

\section*{Question}

I am working on a problem about an intermetallic conductor with uniaxial grains. In relative units, each grain has conductivity 2 along its $c$ axis and 1 in both transverse directions. The grains are randomly oriented, and I am asked to show that Bruggeman theory gives a polycrystal conductivity near 1.28.

Averaging the three conductivities gives $(2+1+1)/3=4/3$. Averaging the three resistivities gives $(1/2+1+1)/3=5/6$, hence a conductivity of $6/5$. Neither is 1.28. I know Bruggeman's formula for a mixture of two isotropic materials, but here there is one material and no volume fraction. What is being averaged, and how far could I trust the answer for a metal film or a narrow line?

\section*{Answer}

Orientation takes the place of composition. Your two averages assume that either the field or the current is the same in every grain. Bruggeman theory instead lets each grain's field respond to its surroundings, and replaces those surroundings by a uniform medium whose conductivity is found self-consistently.

\subsection*{Assumptions and the field in one grain}

Let $\sigma_c$ and $\sigma_a$ be the positive conductivities along and across $c$. For a grain with unit axis $\mathbf n$,
\begin{equation}
\boldsymbol\sigma=\sigma_a\mathbf I+(\sigma_c-\sigma_a)\mathbf n\mathbf n^{T},
\qquad \mathbf J=\boldsymbol\sigma\mathbf E .
\end{equation}
I assume steady current, a local Ohm law, grain boundaries without resistance, and uncorrelated orientations spread uniformly over the sphere. Equiaxed grains are modelled as spheres.

Put one grain of radius $R$ in an isotropic medium of conductivity $s$, with field $\mathbf E_0$ far away. Try a uniform field inside and a dipole outside:
\begin{align}
\phi_{\rm in}&=-\mathbf E_{\rm in}\cdot\mathbf r,\\
\phi_{\rm out}&=-\mathbf E_0\cdot\mathbf r+\frac{\mathbf p\cdot\mathbf r}{r^3}.
\end{align}
Both conserve current: inside, $\mathbf J$ is uniform; outside, $\phi_{\rm out}$ satisfies Laplace's equation. Continuity of the potential at $r=R$ requires
\begin{equation}
-\mathbf E_{\rm in}=-\mathbf E_0+\frac{\mathbf p}{R^3}
\quad\Longrightarrow\quad
\frac{\mathbf p}{R^3}=\mathbf E_0-\mathbf E_{\rm in}.
\label{dipole}
\end{equation}
Let $\hat{\mathbf r}$ be the outward normal. Since $\mathbf p\cdot\mathbf r/r^3$ varies as $r^{-2}$ along a radius, its radial derivative at $R$ is $-2\mathbf p\cdot\hat{\mathbf r}/R^3$. The outer normal current is therefore
\begin{align}
-s\frac{\partial\phi_{\rm out}}{\partial r}
&=s\,\hat{\mathbf r}\cdot\left(\mathbf E_0+\frac{2\mathbf p}{R^3}\right)\nonumber\\
&=s\,\hat{\mathbf r}\cdot(3\mathbf E_0-2\mathbf E_{\rm in}).
\end{align}
It must equal $\hat{\mathbf r}\cdot\boldsymbol\sigma\mathbf E_{\rm in}$ for every $\hat{\mathbf r}$, so the vectors themselves are equal:
\begin{equation}
\boldsymbol\sigma\mathbf E_{\rm in}=3s\mathbf E_0-2s\mathbf E_{\rm in}
\quad\Longrightarrow\quad
\mathbf E_{\rm in}=3s(\boldsymbol\sigma+2s\mathbf I)^{-1}\mathbf E_0.
\label{inside}
\end{equation}
The trial form meets all the conditions, whatever the direction of $\mathbf n$.

\subsection*{The self-consistency condition}

Subtracting $s\mathbf E_{\rm in}$ from both sides of the first equality in \eqref{inside} gives
\begin{equation}
(\boldsymbol\sigma-s\mathbf I)\mathbf E_{\rm in}
=3s(\mathbf E_0-\mathbf E_{\rm in})
=\frac{3s\,\mathbf p}{R^3},
\end{equation}
where the last step uses \eqref{dipole}. The grain's excess current is thus proportional to the dipole it creates. Bruggeman's condition is that this disturbance vanishes on average over orientations. Inserting \eqref{inside} and dividing by $3s$,
\begin{equation}
\left\langle(\boldsymbol\sigma-s\mathbf I)
(\boldsymbol\sigma+2s\mathbf I)^{-1}\right\rangle=0.
\label{condition}
\end{equation}

The matrix being averaged has the same principal axes as $\boldsymbol\sigma$. Its principal values are
\begin{equation}
m_c=\frac{\sigma_c-s}{\sigma_c+2s},\qquad
m_a=\frac{\sigma_a-s}{\sigma_a+2s},
\end{equation}
so it equals $m_a\mathbf I+(m_c-m_a)\mathbf n\mathbf n^T$. For random directions the off-diagonal averages $\langle n_in_j\rangle$ vanish by reflection. The three diagonal averages are equal and sum to one, so $\langle\mathbf n\mathbf n^T\rangle=\mathbf I/3$. The average is $(m_c+2m_a)\mathbf I/3$, and \eqref{condition} becomes
\begin{equation}
\frac{\sigma_c-s}{\sigma_c+2s}
+2\,\frac{\sigma_a-s}{\sigma_a+2s}=0.
\label{scalar}
\end{equation}
The factor 2 counts the two transverse directions. It plays the part that a volume fraction plays in a mixture.

Multiply by both denominators, which are positive for $s>0$:
\begin{align}
0&=(\sigma_c-s)(\sigma_a+2s)+2(\sigma_a-s)(\sigma_c+2s)\nonumber\\
&=\sigma_a\sigma_c+2\sigma_cs-\sigma_as-2s^2\nonumber\\
&\quad+2\sigma_a\sigma_c+4\sigma_as-2\sigma_cs-4s^2\nonumber\\
&=3\sigma_a\sigma_c+3\sigma_as-6s^2.
\end{align}
Division by $-3$ gives
\begin{equation}
2s^2-\sigma_as-\sigma_a\sigma_c=0.
\end{equation}
The product of the roots, $-\sigma_a\sigma_c/2$, is negative, so one root is positive and the other negative. A passive conductor needs the positive one:
\begin{equation}
s=\frac{\sigma_a+\sqrt{\sigma_a^2+8\sigma_a\sigma_c}}{4}.
\label{root}
\end{equation}
For $\sigma_c=2$ and $\sigma_a=1$,
\begin{equation}
s=\frac{1+\sqrt{17}}{4}\simeq1.2808.
\end{equation}
This is the required value near 1.28; the rejected root is about $-0.7808$.

\subsection*{What your two averages mean}

They are bounds on the true conductivity $\sigma_*$ of any polycrystal that is isotropic on the large scale, under the same local Ohm law and with perfect boundaries. Take a large periodic sample with mean field $\mathbf E_0$, and let angle brackets now denote a volume average. Add to the true field $\mathbf E$ a variation $\mathbf g$ that is the gradient of a periodic potential. Then
\begin{equation}
\langle(\mathbf E+\mathbf g)\cdot\boldsymbol\sigma(\mathbf E+\mathbf g)\rangle
=\langle\mathbf E\cdot\boldsymbol\sigma\mathbf E\rangle
+2\langle\mathbf g\cdot\mathbf J\rangle
+\langle\mathbf g\cdot\boldsymbol\sigma\mathbf g\rangle .
\end{equation}
The middle term vanishes on integration by parts because $\nabla\cdot\mathbf J=0$, and the last is not negative. The true field therefore minimizes the dissipation, which equals $\sigma_*E_0^2$. A uniform trial field along each of three perpendicular axes, with the three inequalities averaged, gives $\sigma_*\le(\sigma_c+2\sigma_a)/3$, since the trace of $\boldsymbol\sigma$ is the same in every grain.

The same argument holds for the current. A divergence-free variation of zero mean has no cross term with the true field, so a uniform trial current gives $1/\sigma_*\le(1/\sigma_c+2/\sigma_a)/3$. Your numbers then require
\begin{equation}
1.2\le\sigma_*\le1.3333.
\end{equation}
Bruggeman's value lies between them, but it is an estimate for equiaxed grains and need not hold for every grain arrangement.

Weak anisotropy shows how it departs from the mean conductivity. Write the principal values as $\sigma_i=m+d_i$ with $\sum_i d_i=0$, and let $s=m+\eta$, where $\eta$ is of second order in $d_i$. To that order, each term of \eqref{scalar} is
\begin{equation}
\frac{d_i-\eta}{3m+d_i+2\eta}
\simeq\frac{1}{3m}\left(d_i-\eta-\frac{d_i^2}{3m}\right).
\end{equation}
Summing over $i=1,2,3$ and setting the result to zero gives
\begin{equation}
s\simeq m-\frac{v}{3m},\qquad v=\frac13\sum_i d_i^2.
\end{equation}
Here $m=4/3$ and $v=(4/9+1/9+1/9)/3=2/9$, so $s\simeq4/3-1/18\simeq1.2778$. The lowering arises because the field is weaker in grains that conduct well along it, as \eqref{inside} shows.

Three limits of \eqref{root} are useful. Equal conductivities give $s=\sigma_a$. For $\sigma_c\to0$, $s\to\sigma_a/2$, since current can still follow the transverse planes. For $\sigma_c\gg\sigma_a$, $s\simeq\sqrt{\sigma_a\sigma_c/2}$. In this last limit the lower bound tends to $3\sigma_a/2$ while the upper grows as $\sigma_c/3$, so the bounds no longer confine the answer closely.

For your ratio of 2, the field equations can also be solved without an effective medium. I used four periodic cubes, each with 120 randomly placed Voronoi grains on a $33^3$ grid, and solved $\nabla\cdot\mathbf J=0$ and $\nabla\times\mathbf E=0$ by Fourier iteration. Averaged over three perpendicular field directions, the conductivities ran from 1.2826 to 1.2838, with mean 1.2831. This mean is about 0.2\% above Bruggeman's value, but the excess is not systematic. Refining the grid changes these numbers by only about 0.0001, whereas other cubes of 120 grains scatter from about 1.278 to 1.283, on both sides of 1.2808. Cubes of about a thousand grains give 1.281, within 0.05\% of Bruggeman's value.

\subsection*{A film in engineering units}

Take a model conductor with resistivities $\rho_c=6$ and $\rho_a=12\ \mu\Omega\,\mathrm{cm}$, in a film 1000 nm thick with 200 nm grains. The conductivity ratio is again 2, so
\begin{equation}
\rho_{\rm B}=\frac{12}{1.2808}\simeq9.37\ \mu\Omega\,\mathrm{cm},
\end{equation}
or $10.7\ \mathrm{MS/m}$. Uniform field would give 9.00 and uniform current $10.00\ \mu\Omega\,\mathrm{cm}$.

The resistivity scale is that of zinc near room temperature, roughly $6\ \mu\Omega\,\mathrm{cm}$. The twofold anisotropy is not: zinc is much less anisotropic, so 9.37 is not a prediction for zinc. The bulk formula also neglects the film's insulating faces, which hinder current across the film in the grains next to them. This correction raises the resistivity by about 0.3\% with five grains through the thickness, and by 2 to 3\% when the grains span the film. Real films can also break the assumption of random orientation. With the grain resistivities held fixed, complete alignment of $c$ along the current changes $\rho_{\rm B}$ by $-36\%$, and alignment across it by $+28\%$. A temperature rise of 80 K, with a rough coefficient of 0.004 per K on both axes, multiplies the resistivity by $1+0.004\times80=1.32$, giving $12.4\ \mu\Omega\,\mathrm{cm}$. The ratio $s/\sigma_a$ is unchanged.

To size electron scattering, use an isotropic free-electron estimate. With $\sigma=ne^2\tau/m_e$, mean free path $\lambda=v_F\tau$, $m_ev_F=\hbar k_F$ and $k_F=(3\pi^2n)^{1/3}$,
\begin{equation}
\lambda=\frac{\hbar(3\pi^2)^{1/3}}{e^2n^{2/3}\rho_{\rm B}}
\simeq5.3\ \mathrm{nm}
\end{equation}
for a rough, zinc-like density $n=130\ \mathrm{nm}^{-3}$. This fixes only the order of magnitude. The free-electron sphere overstates the Fermi-surface area of a polyvalent metal, and band-structure values of $\rho\lambda$ for zinc are up to about twice as large, which would raise the size corrections below by a similar factor.

The Mayadas--Shatzkes model takes boundaries normal to the current, with spacing $D$ and reflection coefficient $P$. Here $P$ is a parameter of the model, not a single probability that holds at every angle of incidence. It multiplies the scattering rate by $1+\alpha/u$, where $u$ is the magnitude of the cosine between velocity and current and $\alpha=(\lambda/D)P/(1-P)$. Weighting by the squared velocity along the current,
\begin{align}
\frac{\sigma_{\rm gb}}{\sigma_0}
&=3\int_0^1\frac{u^3}{u+\alpha}\,du\nonumber\\
&=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\left(1+\frac1\alpha\right),
\end{align}
where $u^3/(u+\alpha)=u^2-\alpha u+\alpha^2-\alpha^3/(u+\alpha)$ was integrated term by term. With an assumed $P=0.3$, the resistivity rises by 1.7\% for 200 nm grains. The figure depends on how $P$ is read: a thin barrier that reflects 0.3 at normal incidence, and more at oblique incidence, gives about twice this rise.

For diffuse surfaces, the Fuchs model lets an electron at distance $z$ from the surface it left carry a fraction $1-e^{-z/(\lambda u)}$ of its bulk contribution; $u$ is now measured from the film normal. Averaging over thickness $d$, with normalized weight $\tfrac32(1-u^2)$ for current in the plane, gives
\begin{equation}
\frac{\sigma_{\rm film}}{\sigma_0}
=1-\frac{3\lambda}{2d}\int_0^1(u-u^3)
\left(1-e^{-d/(\lambda u)}\right)du .
\end{equation}
For $d\gg\lambda$ the integral tends to $1/4$, and the resistivity rises by about $3\lambda/(8d)$, or 0.2\% at 1000 nm.

At 20 nm, with the same $\lambda$ and $P$, the separate estimates are $+16.5\%$ for grain boundaries and $+11\%$ for surfaces. The mean free path is then no longer small beside the structure, so a local conductivity for each grain is itself doubtful, and I would not multiply these figures into a prediction.

A narrow line has a geometric problem too. Suppose each grain fills the cross-section and is long compared with the line width. The insulating sides suppress transverse current, and the grains act in series with resistivity $\rho_a+(\rho_c-\rho_a)n_x^2$, where $x$ runs along the line. Since $\langle n_x^2\rangle=1/3$, the average is $10\ \mu\Omega\,\mathrm{cm}$, 6.7\% above Bruggeman's value before any extra scattering. For grains only as long as the line is wide, the resistivity is about 1\% below this series value. In such a line your average of resistivities is the appropriate one; 1.28 belongs to a three-dimensional body of many randomly oriented, equiaxed grains.

Numbers in the example were calculated in double precision.
